\section*{Counting Pressure Swings to Purge Residual Precursor from a Deposition Chamber}

\section{Problem}

A chamber for atomic layer deposition holds inert gas with a small amount of residual precursor at a total pressure of 10 torr. It is purged by pressure swings. In one swing the inlet is shut and the chamber is pumped to 0.5 torr; then the outlet is shut and the chamber is refilled to 10 torr with pure inert gas. The gas is ideal and well mixed, and both end pressures are read with the gas at the wall temperature.

(a) How many complete swings bring the precursor mole fraction below one part per million of its initial value?

(b) How high may the lower pressure be before this number no longer suffices?

(c) Compare the pumping time and the inert gas used with those of a steady purge, in which inert gas flows through the chamber at constant pressure.

(d) Which assumptions does the answer depend on most?

For the numbers, take a flat cylindrical chamber of diameter 30 cm and height 2 cm at 473 K, an effective pumping speed of 10 L/s at all pressures, a refill lasting 0.5 s, and an initial precursor mole fraction $x_0=0.01$.

\section{Hints}

\begin{enumerate}
\item Follow two quantities separately: the number of precursor molecules and the total number of molecules. Ask which of them changes in each half of the swing.
\item A pump that removes well-mixed gas takes each species in proportion to its share. What does this do to the mole fraction?
\item At fixed volume and temperature, the ratio of two pressures is a ratio of molecule numbers.
\item The number of swings is an integer, and ``below'' is a strict inequality.
\item For part (c), the pump removes a fixed volume of gas per unit time, whatever the pressure.
\end{enumerate}

\section{Solution}

\subsection{One swing}

Let $N_A$ be the number of precursor molecules, $N$ the number of all molecules, and $x=N_A/N$ the mole fraction. The chamber volume is $V$ and the pumping speed $S$ is the volume of chamber gas removed per unit time. No precursor enters from the walls, and none flows back from the pump.

During pump-out, a volume $S\,dt$ leaves in time $dt$. It carries the fraction $S\,dt/V$ of each species, because the gas is well mixed. With $\tau=V/S$,
\begin{equation}
\frac{dN_A}{dt}=-\frac{N_A}{\tau},\qquad \frac{dN}{dt}=-\frac{N}{\tau}.
\label{pump}
\end{equation}
The mole fraction therefore obeys
\begin{equation}
\frac{dx}{dt}=\frac{1}{N}\frac{dN_A}{dt}-\frac{N_A}{N^2}\frac{dN}{dt}
=-\frac{x}{\tau}+\frac{x}{\tau}=0 .
\end{equation}
Pumping removes precursor molecules but leaves their fraction unchanged. The ideal gas law $N=pV/(k_BT)$, with $V$ and $T$ the same at both end points, gives the number left behind:
\begin{equation}
\frac{N_{\rm low}}{N_{\rm high}}=\frac{p_{\rm low}}{p_{\rm high}}=\frac{0.5}{10}=\frac1{20}.
\end{equation}

During the refill no precursor enters or leaves, so $N_A$ keeps its value $xN_{\rm low}$ while the total returns to $N_{\rm high}$. The new fraction is
\begin{equation}
x'=\frac{xN_{\rm low}}{N_{\rm high}}=\frac{x}{20}.
\end{equation}
The dilution happens in the refill, but its size is set by how far the chamber was pumped beforehand.

\subsection{Number of swings}

Each swing starts from the same pressure and temperature, so the same factor applies every time:
\begin{equation}
\frac{x_n}{x_0}=\left(\frac{p_{\rm low}}{p_{\rm high}}\right)^n=20^{-n}.
\label{law}
\end{equation}
We require $20^{-n}<10^{-6}$. Taking logarithms and changing the sign of both sides, which reverses the inequality,
\begin{equation}
n\ln 20>\ln 10^6,\qquad n>\frac{13.8155}{2.9957}=4.61 .
\end{equation}
The smallest integer is $n=5$. Four swings leave $6.25$ ppm of the initial fraction; five leave
\begin{equation}
\frac{x_5}{x_0}=20^{-5}=3.125\times10^{-7}=0.3125\ \text{ppm}.
\end{equation}
\textbf{Five swings are needed.} Integrating the mole balances through all five swings gives the same fractions, as the numerical output shows.

Two points of counting deserve care. The target is relative to $x_0$: the final absolute mole fraction is $0.01\times3.125\times10^{-7}\approx3.1\times10^{-9}$. Also, if the bound on $n$ is itself an integer, one more swing is needed. With a pressure ratio of 10, for example, six swings give a relative fraction equal to $10^{-6}$, which is not below it, so seven are required. For any ratio $r=p_{\rm high}/p_{\rm low}>1$ the rule is
\begin{equation}
n=\left\lfloor\frac{\ln10^6}{\ln r}\right\rfloor+1,
\end{equation}
where the brackets mean rounding down to an integer.

\subsection{Margin in the lower pressure}

Five swings suffice as long as $(p_{\rm low}/p_{\rm high})^5<10^{-6}$. The fifth root gives
\begin{equation}
p_{\rm low}<10\ \text{torr}\times10^{-6/5}=0.631\ \text{torr}.
\end{equation}
The pump-out may thus stop about 0.13 torr too early, with the upper pressure held at 10 torr, before a sixth swing is needed.

\subsection{Time and gas}

The volume is $V=\pi(30\ \text{cm})^2(2\ \text{cm})/4=1.414$ L, so $\tau=V/S=0.1414$ s. At constant temperature, equation (\ref{pump}) gives $p=p_{\rm high}e^{-t/\tau}$, and one pump-out takes
\begin{equation}
\tau\ln20=0.1414\ \text{s}\times2.9957=0.424\ \text{s}.
\end{equation}
Five take 2.12 s. The five refills add 2.5 s, for a total of 4.62 s. The inert gas admitted, measured as pressure times volume at 473 K, is
\begin{equation}
5\,(10-0.5)\ \text{torr}\times1.414\ \text{L}=67.2\ \text{torr L}.
\end{equation}

In a steady purge at pressure $p$, inert gas replaces what the pump removes. Then $N$ is constant, while $N_A$ still obeys equation (\ref{pump}), so $x=x_0e^{-t/\tau}$. The target is reached at
\begin{equation}
t_{\rm s}=\tau\ln10^6=0.1414\ \text{s}\times13.8155=1.95\ \text{s}.
\end{equation}
The pump removes the volume $St_{\rm s}=V\ln10^6$ at pressure $p$, so the gas used is $pV\ln10^6$. This is 195 torr L at 10 torr, but 9.8 torr L at 0.5 torr. The second figure is for a chamber that starts and ends at 0.5 torr.

In this well-mixed model, at the same pumping speed, swings cannot shorten the pumping time. Their pumping time is $n\tau\ln r$, and the target itself requires $n\ln r>\ln10^6$. They do use less gas than a steady purge at the upper pressure, because each volume the pump removes holds less gas when the pressure is below 10 torr. A steady purge at the lower pressure uses less still. A reason for swings must therefore be sought outside the well-mixed model; Variation 2 looks at one candidate.

\subsection{How far the assumptions can be trusted}

\paragraph{Temperature.} Gas left in the chamber cools as it expands, and gas compressed by the refill warms. If the gas is at $T_{\rm c}$ when pumping stops and at $T_{\rm h}$ when refilling stops, the ideal gas law changes the factor per swing to
\begin{equation}
\frac{N_{\rm low}}{N_{\rm high}}=\frac{p_{\rm low}/T_{\rm c}}{p_{\rm high}/T_{\rm h}}
=\frac1{20}\,\frac{T_{\rm h}}{T_{\rm c}} .
\end{equation}
Both deviations make the purge worse. Their size depends on how fast heat reaches the walls. For conduction across the height $h$ the slowest decay time is roughly $\tau_{\rm h}=h^2c/(\pi^2\kappa)$, where $\kappa\approx0.037$ W/(m K) is a rough value for nitrogen and $c$ is the heat capacity per volume at constant volume. This time is about 8 ms at 10 torr, and shorter at lower pressure because $c$ is proportional to the gas density. It is much shorter than the pump-out and the refill. Integrating the energy balance with this heat loss, a constant molar inflow and inert gas entering at 473 K, gives $T_{\rm c}$ about 0.5 K below and $T_{\rm h}$ about 3 K above the wall temperature; resolving the temperature profile across the gap lowers these to about 0.4 K and 2 K. The factor per swing rises by less than 1\%, and the final relative fraction from 0.3125 to about 0.32 ppm. The answer remains five.

\paragraph{Purge gas.} Suppose the inert gas contains a fraction $y$ of the same precursor. Since 19/20 of the gas after a refill is new,
\begin{equation}
x_{n+1}=\frac{x_n}{20}+\frac{19}{20}\,y .
\end{equation}
Subtracting $y$ from both sides gives $x_{n+1}-y=(x_n-y)/20$, hence $x_n=y+(x_0-y)\,20^{-n}$. However many swings are made, $x_n$ tends to $y$. Setting $x_5=10^{-6}x_0$ and solving for $y$,
\begin{equation}
y_{\max}=x_0\,\frac{10^{-6}-20^{-5}}{1-20^{-5}}\approx6.9\times10^{-9}.
\end{equation}

\paragraph{Walls.} At 10 torr the chamber holds $pV/(k_BT)=2.89\times10^{20}$ molecules. The target allows $10^{-6}\times0.01$ of these to be precursor, that is $2.9\times10^{12}$ molecules. The wall area is 0.160 m$^2$, and a monolayer holds roughly $5\times10^{18}$ molecules per m$^2$, or $8\times10^{17}$ in all. The whole allowance equals $3.6\times10^{-6}$ of a monolayer. If that much desorbs after the last pump-out, it adds 1 ppm to the relative fraction and the target is missed.

\paragraph{Pumping without selection.} At 0.5 torr the mean free path is about 0.016 cm. For a pump line 4 cm wide the Knudsen number, their ratio, is 0.004. The gas then flows as a continuous medium that carries all species along together, as equation (\ref{pump}) assumes.

\paragraph{The real case.} The gas properties are rough values for nitrogen, and the chamber and pump are an invented example. Two assumptions are the weakest. The first is clean walls: precursor adsorbs on them, and the estimate above shows that a few millionths of a monolayer, released late, move the result from 0.3 ppm to above 1 ppm. The second is good mixing. With a rough diffusion coefficient $D=15.2$ cm$^2$/s at 10 torr, diffusion from side to side across the 30 cm chamber has a decay time of 4.4 s, far longer than the refill. Diffusion is faster at lower pressure, with a decay time of 0.22 s at 0.5 torr, but even over a whole swing it removes only about 60\% of a side-to-side unevenness. (A centre-to-edge unevenness decays about four times faster and is almost wholly removed.) Good mixing over that distance also needs the flow of the entering gas. Five swings are thus the answer for the gas in the model; for a real chamber, the residue has to be measured.

\section{Variation 1: no heat exchange with the walls}

\textbf{Question.} Keep the same pressures, but let the gas exchange no heat with the walls. Inert gas still enters at the wall temperature $T_w$. How many swings are needed?

\textbf{Solution.} Let $c_v$ and $c_p=c_v+k_B$ be the heat capacities per molecule, taken as constant, with $\gamma=c_p/c_v=1.4$ for nitrogen. Gas leaving the chamber carries its enthalpy $c_pT$ per molecule, so
\begin{equation}
d(Nc_vT)=c_pT\,dN .
\end{equation}
Expanding the left side and subtracting $c_vT\,dN$ gives $Nc_v\,dT=(c_p-c_v)T\,dN$, or
\begin{equation}
\frac{dT}{T}=(\gamma-1)\frac{dN}{N}.
\end{equation}
Hence $T\propto N^{\gamma-1}$ and $p\propto NT\propto N^\gamma$. Pump-out leaves the fraction
\begin{equation}
q=\left(\frac{p_{\rm low}}{p_{\rm high}}\right)^{1/\gamma}=20^{-1/1.4}=0.1177
\end{equation}
of the molecules, more than $1/20$, because the remaining gas is cold and therefore dense.

In the refill, each entering molecule brings $c_pT_w$, so $c_v\,\Delta(NT)=c_pT_w\,\Delta N$. With $NT=pV/k_B$, and with molecule numbers measured in units of the initial number $N_0=p_{\rm high}V/(k_BT_w)$,
\begin{equation}
\Delta N=\frac1\gamma\left(1-\frac1{20}\right)=\frac{0.95}{1.4}=0.679 .
\end{equation}
If $N_j$ is the number after swing $j$, then $N_{j+1}=qN_j+\Delta N$. This tends to $N_*=\Delta N/(1-q)=0.769$: the refilled chamber ends up hot and holds fewer molecules than at the start. Each swing multiplies the mole fraction by $qN_j/N_{j+1}$. In the product over $n$ swings the intermediate numbers cancel, and since $N_0=1$ in these units,
\begin{equation}
\frac{x_n}{x_0}=\frac{q^n}{N_n}\approx\frac{q^n}{0.769}.
\end{equation}
Six swings give about $3.5\times10^{-6}$ and seven about $4\times10^{-7}$. Seven swings are needed instead of five, in agreement with the integrated energy balance. The example chamber is close to the isothermal limit because its gas layer is thin and its density low; a taller chamber at higher pressure, swung equally fast, would move towards this second limit.

\section{Variation 2: a blind pocket}

\textbf{Question.} A port of depth $L=5$ cm opens into the chamber and is closed at its far end. How well do five swings purge it (i) if the gas inside does not mix, and (ii) if the chamber is held at 10 torr for a time $t$ after each refill, so that diffusion can act?

\textbf{Solution.} Treat the port as one-dimensional, with uniform pressure and pure inert gas entering from the chamber. Count mixing only during the holds, and neglect diffusion through the mouth. For part (ii) this describes pressure changes much faster than the diffusion time $\tau_D$ found below. Part (i) is a limit that needs far faster changes still, because the refill squeezes the old gas into a layer only $L/20$ thick, which mixes quickly with the new gas. The pump-out (0.42 s) and refill (0.5 s) of the main example are slower than $\tau_D$, so diffusion during them would mix the port further, and the hold times found here do not apply to that chamber.

(i) In the first pump-out the gas expands towards the mouth, and the deepest $1/20$ of it stays and fills the port. The refill pushes this old gas back into the deepest $L/20$. The mean fraction is now $x_0/20$. The next pump-out expands the same old gas until it fills the port again, and all the new inert gas leaves. Further swings change nothing: the mean stays at 0.05 of its initial value. Mixing is what makes repeated swings work here.

(ii) Let $z$ be the distance from the closed end, and let old gas of fraction $c$ fill $0<z<L/20$ when the hold begins. With no flux through either end, the solution of the diffusion equation is a cosine series:
\begin{equation}
x(z,t)=\frac{c}{20}+\sum_{k=1}^{\infty}\frac{2c}{k\pi}\sin\frac{k\pi}{20}\,
\cos\frac{k\pi z}{L}\;e^{-k^2t/\tau_D},\qquad \tau_D=\frac{L^2}{\pi^2D}.
\end{equation}
Here $\tau_D=25/(\pi^2\times15.2)\ \text{s}=0.167$ s. The next pump-out keeps only the gas near $z=0$. If $t$ is not much shorter than $\tau_D$, only terms with small $k$ survive. For these, $\sin(k\pi/20)\approx k\pi/20$ and the cosine is close to 1, so the retained gas has the fraction
\begin{equation}
x\approx\frac{c}{20}\,E,\qquad E=1+2\sum_{k=1}^{\infty}e^{-k^2t/\tau_D}.
\end{equation}
The factor $E$ measures how much richer the deep end is than the mean. Four holds lie between the first refill and the fifth, so the mean after five swings is about $20^{-5}E^4$.

For $t=0.2$ s, $E=1.619$, and the estimate is $0.3125\times1.619^4=2.1$ ppm: five swings fail. Following the port gas cell by cell gives 2.12 ppm, and six swings are needed. For $t=0.5$ s, $E=1.100$, and the estimate is $0.3125\times1.100^4=0.46$ ppm, against 0.455 ppm from the cells; five swings are enough, provided the gas entering the port is pure.

The shortest sufficient hold follows from $E^4<1/0.3125=3.2$, or $E<1.337$. Keeping the first term of the sum, $2e^{-t/\tau_D}<0.337$, so $t>1.78\,\tau_D\approx0.30$ s. Because $\tau_D$ grows as $L^2$, a port twice as deep needs a hold four times as long.

These numbers depend on both simplifications at the mouth. If the mouth is open to pure inert gas during the holds, the 0.5 s hold leaves about 0.25 ppm instead of 0.455 ppm, and the shortest hold falls slightly, to 0.29 s. The purity of the entering gas matters more. In the well-mixed chamber of the main problem, the gas pushed into the port at pressure $p$ has the fraction $x_np_{\rm low}/p$ with $x_n=x_0\,20^{-n}$, and it makes up the share $dp/p_{\rm high}$ of the refilled port. Integrating from $p_{\rm low}$ to $p_{\rm high}$, the new gas adds $x_n\ln20/20$ to the port's mean fraction $\bar x$. With no diffusion through the mouth and complete mixing in every hold, $\bar x_{n+1}=(\bar x_n+x_n\ln20)/20$, so $\bar x_n=x_0\,20^{-n}(1+n\ln20)$. This is 5.0 ppm of $x_0$ after five swings and 0.30 ppm after six. With such a feed and fast pressure changes, no hold makes five swings enough in this model.

This also shows how swings differ from a steady purge. At constant pressure and temperature there is no net flow into or out of a blind port, so a steady purge must rely on mixing through the mouth, which this model neglects. Each swing, in contrast, drives 19/20 of the port's gas out through the mouth. Whether the gas driven out is the old gas or the new depends on the mixing in between. This does not make swings the faster method in every case: diffusion through an open mouth has a decay time of $4\tau_D$, which is 0.67 s at 10 torr but only 0.033 s at 0.5 torr, so a steady purge at low pressure can also clear such a port quickly.

\section*{Calculated quantities}
\begin{verbatim}
upper, lower pressure: 10.0, 0.5 torr; ratio 20
ln(1e6) = 13.8155, ln(ratio) = 2.9957
bound on number of swings: 4.612
x/x0 after swing 1 (integrated balances): 5.0000e-02
x/x0 after swing 2 (integrated balances): 2.5000e-03
x/x0 after swing 3 (integrated balances): 1.2500e-04
x/x0 after swing 4 (integrated balances): 6.2500e-06
x/x0 after swing 5 (integrated balances): 3.1250e-07
swings needed: 5; final x/x0 = 0.3125 ppm
largest lower pressure for 5 swings: 0.631 torr
wall temperature: 473 K; initial fraction x0: 0.01
final absolute fraction: 3.125e-09
diameter, height: 30, 2 cm; volume 1.414 L
pumping speed: 10 L/s; tau_pump 0.1414 s
one pump-out: 0.424 s; one refill: 0.5 s
pumping time, all swings: 2.118 s
total time with refills, no holds: 4.62 s
steady purge time, same pump: 1.953 s
inert gas, swings: 67.2 torr L
inert gas, steady purge at 10 torr: 195.3 torr L
steady purge at 0.5 torr: 9.77 torr L
gamma 1.4; heat conductivity 0.037 W/(m K)
tau_heat at 10 torr: 7.72 ms
gas minus wall T, end of pump-out: -0.52 K
gas minus wall T, end of refill: 2.73 K
final x/x0 with heat exchange: 0.3234 ppm
no heat exchange: factor per swing tends to 0.1177
no heat exchange: swings needed 7
diffusion coefficient at 10 torr: 15.2 cm2/s
pocket depth: 5 cm; tau_mix 0.167 s
pocket, no mixing: x/x0 stays at 0.050
pocket, hold 0.2 s: excess factor per swing 1.619
  x/x0 after 5: 2.117 ppm; swings needed 6
pocket, hold 0.5 s: excess factor per swing 1.100
  x/x0 after 5: 0.455 ppm; swings needed 5
diffusion time across chamber at 10 torr: 4.37 s
molecules in chamber at 10 torr: 2.886e+20
precursor molecules allowed at target: 2.886e+12
wall area: 0.1602 m2; monolayer 5e+18 per m2
allowed residue as part of a wall monolayer: 3.60e-06
largest precursor fraction in purge gas: 6.88e-09
mean free path at 0.5 torr: 0.0161 cm
pump line: 4 cm; Knudsen number 0.0040
\end{verbatim}
